Magnetic Flux and the Downfolded Hopping of a Rhombus

The argument under review concerns one electron on four sites at the corners of a rhombus. Two opposite corners, the hubs A and B, have energy 0. The other two, the bridges u and d, have energy Δ > 0. Each side of the rhombus carries a hopping −t, and there is no hopping along the diagonals. The author eliminates the bridges at zero magnetic field and finds, to leading order in t/Δ, a hub–hub hopping

τ₀ = −2t²/Δ.

A field B perpendicular to the plane is then introduced by the replacement

τ₀ → τ₀ exp(iθ), θ = −(e/ħ) ∫ A·dl from A to B,

with the integral along the straight line. The author concludes that the field changes the phase of the downfolded hopping and leaves its magnitude alone.

The elimination at zero field is correct. The replacement is the step I question, and its own consequence shows why. The two-hub model it produces has equal diagonal elements ε and off-diagonal elements τ₀ exp(±iθ), so its levels are ε ± |τ₀|. The phase has dropped out: with a single bond, it can be absorbed into the definition of the state on B. The argument therefore predicts that no field, however strong, changes the splitting of the hub pair. Yet the original four sites form a closed loop, and the flux through a loop, unless it is a whole number of flux quanta h/e, cannot be absorbed into the definitions of the states. Does the splitting of the four-site problem depend on that flux?

**1. Phases first, elimination second**

The Peierls phases belong on the bare links. For charge −e, the amplitude to go from site j to site i is

H_ij = −t exp(iθ_ij), θ_ij = −(e/ħ) ∫ A·dl from j to i.

Put the origin at the centre, with A at (−a, 0), B at (a, 0), u at (0, b) and d at (0, −b), and use the gauge A = (B/2)(−y, x). On a straight link from (x₁, y₁) to (x₂, y₂),

∫ A·dl = (B/2) ∫ (x dy − y dx) = (B/2)(x₁y₂ − y₁x₂).

For A→u this is −Bab/2, and for u→B it is again −Bab/2. The upper path thus collects the phase +eBab/ħ. The area of the rhombus is 2ab, so its flux is Φ = 2abB. With f = Φ/(h/e),

eBab/ħ = eΦ/(2ħ) = πΦ/(h/e) = πf.

On the lower path y changes sign, and the phase is −πf. The two paths differ by 2πf, the phase of the full loop.

Now eliminate the bridges. For a stationary state with energy E, the equation on bridge b is

E c_b = Δ c_b + H_bA c_A + H_bB c_B,

which gives

c_b = (H_bA c_A + H_bB c_B)/(E − Δ).

Inserting this in the equation for c_B gives two terms. The first is a shift of the hub energy from going to a bridge and back:

Σ(E) = Σ_b |H_Bb|²/(E − Δ) = 2t²/(E − Δ).

The way back undoes the phase of the way out, so this shift does not depend on the field. The second term is the hopping from A to B:

τ(E) = Σ_b H_Bb H_bA/(E − Δ)
= t²[exp(iπf) + exp(−iπf)]/(E − Δ)
= 2t² cos(πf)/(E − Δ).

Hence

|τ(E)| = 2t² |cos(πf)|/|E − Δ|.

The magnitude depends on the field. At f = 1/2, half a flux quantum h/e, the two path amplitudes are opposite and the hopping vanishes. This happens at every energy E ≠ Δ, and again at every odd multiple of half a quantum. Another gauge multiplies τ by a phase factor and cannot change |τ|.

The author's replacement gives both paths the phase of the straight line A–B, which is zero in this gauge. The true paths run on either side of that line and enclose flux with it.

**2. The hub levels, and a possible objection**

The author might answer that τ(E) depends on energy and is not a hopping in the ordinary sense. The levels settle this. Since τ is real in the centred gauge, the hub amplitudes satisfy c_A = ±c_B, and

E = Σ(E) ± τ(E) = 2t²[1 ± cos(πf)]/(E − Δ).

Multiplying by E − Δ gives E² − ΔE − 2t²[1 ± cos(πf)] = 0. The lower roots are the hub-like levels:

E± = Δ/2 − √{Δ²/4 + 2t²[1 ± cos(πf)]}.

At f = 1/2 they coincide. For 8t² ≪ Δ², the expansion √(Δ²/4 + x) ≈ Δ/2 + x/Δ turns the splitting W = |E₊ − E₋| into

W ≈ 4t² |cos(πf)|/Δ,

which is 2|τ(0)|, as expected.

An energy-independent hopping can also be built, from Wannier states of this pair. Let ψ₊ and ψ₋ be the two eigenstates, with hub parts n₊(1, 1)/√2 and n₋(1, −1)/√2, where n± > 0. Projecting the hub states onto the pair gives

P|A⟩ = (n₊ψ₊ + n₋ψ₋)/√2,
P|B⟩ = (n₊ψ₊ − n₋ψ₋)/√2.

Their overlap matrix has eigenvectors (1, ±1)/√2 and eigenvalues n±². Symmetric orthonormalisation multiplies by the inverse square root of this matrix, which removes the factors n±:

w_A = (ψ₊ + ψ₋)/√2, w_B = (ψ₊ − ψ₋)/√2.

Therefore ⟨w_B|H|w_A⟩ = (E₊ − E₋)/2. Its magnitude is W/2, which varies with the flux and vanishes at f = 1/2. The energy dependence of τ(E) is not the source of the effect.

**3. A numerical case**

Take a square of side 100 nm, which is a rhombus with right angles, with t = 20 µeV and Δ = 200 µeV. The flux quantum is h/e = 4135.7 T nm², so half a quantum through 10⁴ nm² requires

B = 4135.7/(2 × 10⁴) T = 0.2068 T = 206.8 mT.

At zero field the level formula gives

W = √(10000 + 1600) − √10000 = 7.703 µeV,

against the leading estimate 4t²/Δ = 8 µeV. For other fluxes, in µeV:

f = 0.125: W = 7.116, leading estimate 7.391
f = 0.25: W = 5.445, leading estimate 5.657
f = 0.375: W = 2.946, leading estimate 3.061
f = 0.5: W = 0, leading estimate 0

A phase-only model fitted to the zero-field splitting would give 7.703 µeV in every row. The Wannier hopping, W/2, falls from 3.852 µeV at f = 0 to 2.723 µeV at f = 0.25. Beyond f = 0.5 the splitting grows again, and it is back at 7.703 µeV at f = 1.

The motion of the electron shows the same contrast. At zero field an electron started on A is carried to B in a time of about πħ/W = 0.268 ns. At f = 1/2 each link phase is ±π/4, and A couples to the bridge combination

|β_A⟩ = [exp(iπ/4)|u⟩ + exp(−iπ/4)|d⟩]/√2,

while B couples to

|β_B⟩ = [exp(−iπ/4)|u⟩ + exp(iπ/4)|d⟩]/√2.

Their overlap is ⟨β_B|β_A⟩ = [exp(iπ/2) + exp(−iπ/2)]/2 = 0. The four sites split into two separate two-level problems, each with coupling √2 t and energy difference Δ. The electron never reaches B in this model. It does visit the bridges, with the largest probability given by the two-level oscillation formula:

4(√2 t)²/[Δ² + 4(√2 t)²] = 8t²/(Δ² + 8t²) = 3200/43200 = 0.074.

**4. Where the author's replacement is adequate**

For small flux, |cos(πf)| ≈ 1 − π²f²/2. For a plaquette of atomic size, with side 0.4 nm in a field of 10 T,

f = 10 × 0.16/4135.7 = 3.9 × 10⁻⁴,

and the hopping loses a fraction 7.4 × 10⁻⁷ of its magnitude. There the replacement does no visible harm to the magnitude. What justifies the fixed magnitude is the small flux between the eliminated paths, together with path amplitudes that do not nearly cancel. The argument should state both conditions.

If the paths are unequal, even the phase needs care. Let a_u and a_d be the real path amplitudes without field. Then

τ = a_u exp(iπf) + a_d exp(−iπf)
= (a_u + a_d) cos(πf) + i(a_u − a_d) sin(πf).

For small f and a_u + a_d ≠ 0, this has an extra phase πf(a_u − a_d)/(a_u + a_d) relative to the straight line. That correction is of first order in the flux, whereas the change of magnitude is of second order. For a single pair of hubs the extra phase has no effect on the levels. If the bond is part of a larger loop of hubs, it changes the phase around that loop, and a small flux is then no reason to drop it.

**5. What "equivalent bridges" must mean**

The zero should not be claimed without its conditions. Squaring the last expression gives

|τ|² = a_u² + a_d² + 2a_u a_d cos(2πf).

When a_u and a_d have the same sign, the minimum of |τ| lies at f = 1/2 and equals |a_u − a_d|. A complete zero needs equal path amplitudes. Suppose the bridge energies are Δ + δ/2 and Δ − δ/2. At E = 0,

|a_u − a_d| = t²δ/(Δ² − δ²/4),
|a_u + a_d| = 2t²Δ/(Δ² − δ²/4),

so a fraction δ/(2Δ) of the zero-field hopping survives. For δ = 5 µeV this is 5/400 = 0.0125. Diagonalising the four-site matrix at f = 1/2 gives a remaining splitting of 0.094 µeV.

For the levels to meet, the hubs must also have equal energies, each counted with the shift it receives from the bridges. With four equal links the shifts are the same, and the bare hub energies must then agree. A difference of 5 µeV between them leaves the hopping zero at f = 1/2 but keeps the levels 4.9 µeV apart. In a device the hubs therefore need much finer tuning than the bridges.

Hopping along the diagonals acts differently. Add −t_d between the hubs and −t′ between the bridges. Both links pass through the centre, where x₁y₂ − y₁x₂ = 0, so neither has a phase in the centred gauge. With D = Δ − E, the bridge block to be inverted has −D on its diagonal and t′ off it. Its inverse has −D on the diagonal and −t′ off it, all divided by D² − t′². The diagonal part contributes −2D cos(πf). In the off-diagonal part, the paths A–u–d–B and A–d–u–B have link phases that cancel, and they contribute −2t′. Thus

τ(E) = −t_d − 2t²[D cos(πf) + t′]/(D² − t′²),

and the zero moves to

cos(πf) = −t′/D − t_d(D² − t′²)/(2t²D),

provided the right side lies between −1 and 1. Here E is the energy of the level itself. With t′ = 10 µeV and t_d = 0.3 µeV, values exaggerated for illustration, numerical diagonalisation places the level crossing at f = 0.540. At f = 0.5 a splitting of 0.967 µeV remains.

A symmetry separates the two cases. A half-turn about the centre exchanges A with B and u with d. It reverses all coordinates and so preserves every x₁y₂ − y₁x₂. If it is a symmetry of H, then τ_BA = τ_AB. Since H is Hermitian, τ_AB = τ_BA*, and τ is real. A real function that changes sign as the flux grows must pass through zero. Diagonal hopping respects the half-turn and moves the zero. The mismatch δ breaks it, τ becomes complex, and the zero is lost.

**6. A real device**

The numbers of section 3 are rough typical values for one electron in four gate-defined quantum dots in GaAs. With one electron there is no repulsion between electrons to consider. For the estimates below I take harmonic dots with level spacing ħω₀ = 3 meV and effective mass m = 0.067 electron masses. The hopping t = 20 µeV remains a separate input, because it depends on the barriers set by the gates. Parabolic wells of this spacing that simply meet halfway would give only about 6 µeV.

The bare hopping is itself not changed by a phase alone. In the centred gauge, the ground orbital of a dot at R is a Gaussian of length l times exp[−i(e/ħ)A(R)·r], where l² = ħ/(mΩ), Ω² = ω₀² + ω_c²/4 and ω_c = eB/m. For two dots a distance s apart, the product of the Gaussians is exp(−s²/4l²) times a normalised Gaussian about the midpoint. The phase factors add a plane wave of wavenumber q = eBs/(2ħ). Its average over that Gaussian is the Peierls phase times exp(−q²l²/4), so

|overlap| = exp(−s²/4l² − q²l²/4).

At 206.8 mT the overlap of neighbouring dots is 0.966 of its zero-field value. All four links shrink alike, so this does not move the zero.

If hopping is taken proportional to overlap, tunnelling along a diagonal is about 0.03 µeV. That is 0.7 % of 2t²/Δ = 4 µeV, and the direct hub–hub part moves the zero from 206.8 to 207.7 mT.

A more costly assumption is one orbital per bridge. Each bridge dot also has two p orbitals of opposite angular momentum, at energies Δ + ħΩ ± ħω_c/2 relative to the hubs. Links meeting at right angles give the paths through them factors +i and −i, which cancel at zero field. In a field the two orbitals differ in energy and in overlap, and the cancellation is incomplete. I summed the second-order paths at E = 0, with overlaps integrated on a grid and hoppings scaled by them, and solved for the zero. It lies at about 228 mT, with or without direct tunnelling, some 10 % above the one-orbital value. This is a rough estimate. Carrying the same sum over the higher orbitals of the bridge dots lowers the field by about 3 mT, but this is not a controlled correction: hoppings scaled by overlaps to those orbitals also shift the hub energies by several meV, so E = 0 is no longer consistent. Excited hub orbitals and the shape of the barriers are left out, and the barriers matter more. For one electron in a continuous four-well potential v(x) + v(y), with x and y along the sides of the square and the parabolic barrier truncated, smoothed or lowered by a Gaussian until t = 20 µeV, the zero lies between about 237 and 246 mT, 15 to 19 % above the one-orbital value. It is far more sensitive to the centre of the square. Lowering the centre by a Gaussian of depth 6 meV and width 20 nm, again at t = 20 µeV, raises the zero-field splitting to about 10 µeV and moves the zero to about 343 mT. The field of the zero in a device cannot be read from the geometric area alone. The half-turn symmetry holds in all these cases, so the zero is displaced and not removed.

Spin–orbit coupling of the Rashba form rotates the spin about different axes on successive links, in opposite order on the two paths. For a rotation of one radian per 2000 nm, a rough value, each link turns the spin by α = 0.05 rad. At f = 1/2 the failure of the rotations to commute leaves a fraction sin²(α/2) = 6 × 10⁻⁴ of the zero-field hopping. This residue conserves the spin along the field and has opposite signs for the two spins. Unlike the mismatch, it moves the crossing, to f ≈ 0.5002 for one spin and 0.4998 for the other, and does not remove it. GaAs also has Dresselhaus coupling, which this estimate leaves out. The Zeeman splitting, about 5 µeV for a g factor of magnitude 0.44, is common to all dots and by itself does not change the hopping. Together with the spin rotation it adds a spin-flip hopping of about 5 × 10⁻⁴ of the zero-field value, between levels that the Zeeman energy keeps apart. The thermal energy at 50 mK is 4.3 µeV, comparable with W, so both hub levels would be populated in equilibrium.

**Requested revision**

The field should enter through the bare links, before the bridges are eliminated. If the author wishes to keep the phase-only form, the manuscript should give the flux between the eliminated paths, show that it is small compared with h/e, and show that the path amplitudes do not nearly cancel. If the bond belongs to a larger loop of hubs and its paths are unequal, the phase should also include the correction of section 4.

Numbers in the example were calculated in double precision.
